\section*{Why electron-electron collisions resist heat but not charge}

\section{One collision rate, two different answers}

Suppose that electron-electron collisions are given a single relaxation time and that this time is used for every current. For the electron gas treated below, the heat current relaxes in about $655$ fs. Put into the Drude formula, that time gives a resistivity of about $54\ \mu\Omega\,$cm. The resistivity due to these collisions is zero. The opposite shortcut fails too: if one concludes from the zero resistivity that the collisions are harmless and applies the Wiedemann--Franz law, the thermal conductivity comes out infinite, whereas the model gives about $13$ W/(m\,K).

A collision rate says how often electrons scatter. A resistivity depends on what scattering does to a particular current. Charge current is proportional to total momentum, which a collision cannot change. Heat current at zero particle flow is proportional to no conserved quantity.

\section{The model and its collision operator}

Consider a uniform, three-dimensional, spin-unpolarised gas with energy $\varepsilon=k^2/2m$ and velocity $\mathbf v=\mathbf k/m$. The electrons interact in pairs; there is no lattice, impurity or umklapp scattering. The algebra uses atomic units with $k_B=1$; the electron charge is $-e$. Transport is described by the Boltzmann equation, with scattering in the Born approximation.

Let electrons 1 and 2 scatter into 3 and 4, with $\mathbf k_4=\mathbf k_1+\mathbf k_2-\mathbf k_3$, and write $\int_i=\int d^3k_i/(2\pi)^3$. Then
\begin{align}
\left.\frac{\partial f_1}{\partial t}\right|_{c}
=-\int_2\!\int_3 2\pi\,\delta(E)\,M\,\big[&f_1f_2(1-f_3)(1-f_4)\nonumber\\
&-f_3f_4(1-f_1)(1-f_2)\big],
\end{align}
where $E=\varepsilon_1+\varepsilon_2-\varepsilon_3-\varepsilon_4$. For a screened interaction $V$, $\mathbf q=\mathbf k_3-\mathbf k_1$ and $\mathbf q'=\mathbf k_4-\mathbf k_1$,
\begin{equation}
M=V(q)^2+\tfrac12\,[V(q)-V(q')]^2 .
\end{equation}
The first term is for opposite spins. The second is for parallel spins, whose amplitude is antisymmetric; its factor $\tfrac12$ removes the double counting of identical final states.

Near the equilibrium function $f_0$, write $f=f_0+f_0(1-f_0)\phi$. The ratio $r=f/(1-f)$ has $dr/r=df/[f(1-f)]$, so $r=r_0(1+\phi)$ to first order. The bracket above is $\prod_i(1-f_i)\,(r_1r_2-r_3r_4)$. Since $r_0=e^{-(\varepsilon-\mu)/T}$, energy conservation makes the equilibrium products equal, and the bracket becomes $F\,\Delta\phi$, with
\begin{equation}
F=f_1f_2(1-f_3)(1-f_4)\big|_0,\qquad
\Delta\phi=\phi_1+\phi_2-\phi_3-\phi_4 .
\end{equation}
Define $L$ by $\partial\phi/\partial t|_c=-L\phi$, and the inner product
\begin{equation}
(\psi,\phi)=2\int\!\frac{d^3k}{(2\pi)^3}\,f_0(1-f_0)\,\psi\phi ,
\end{equation}
the factor 2 being spin. Then $(\psi,L\phi)$ is $2\int_1\int_2\int_3 2\pi\delta(E)MF\,\psi_1\Delta\phi$. Swapping $1\leftrightarrow2$ together with $3\leftrightarrow4$ turns $\psi_1$ into $\psi_2$. Swapping initial with final states turns $\psi_1$ into $\psi_3$ and reverses the sign of $\Delta\phi$. Both swaps together give $-\psi_4$. None of them changes $M$ or, on the energy shell, $F$. Averaging the four equal forms gives
\begin{equation}
(\psi,L\phi)=\frac12\int_1\!\int_2\!\int_3 2\pi\delta(E)\,M F\,\Delta\psi\,\Delta\phi .
\label{form}
\end{equation}
Thus $L$ is symmetric and non-negative. Since $M$ and $F$ are positive, $L\phi=0$ requires $\Delta\phi=0$ in every allowed collision.

\section{Which quantities survive every collision}

Number, momentum and energy give the invariants $1$, $\mathbf k$ and $\varepsilon$. To see that no other smooth ones exist, note that for an invariant $\phi$ the sum $\phi(\mathbf k_1)+\phi(\mathbf k_2)$ can depend only on $\mathbf P=\mathbf k_1+\mathbf k_2$ and $K=k_1^2+k_2^2$, because collisions connect all pairs that share these values. Call this function $\Phi(\mathbf P,K)$. Differentiating with respect to $\mathbf k_1$ and $\mathbf k_2$ and subtracting,
\begin{equation}
\nabla\phi(\mathbf k_1)-\nabla\phi(\mathbf k_2)
=2(\mathbf k_1-\mathbf k_2)\,\partial_K\Phi .
\label{parallel}
\end{equation}
Setting $\mathbf k_2=0$ shows that $\nabla\phi=\mathbf b+\lambda(\mathbf k)\mathbf k$ with constant $\mathbf b$. Put this back: $\lambda_1\mathbf k_1-\lambda_2\mathbf k_2$ must be parallel to $\mathbf k_1-\mathbf k_2$. If $\mathbf k_1$ and $\mathbf k_2$ are not collinear, $\lambda_1=\lambda_2$; collinear vectors are linked through a third direction. So $\lambda$ is constant and $\phi=a+\mathbf b\cdot\mathbf k+\lambda k^2/2$.

In one dimension all vectors are parallel and (\ref{parallel}) imposes nothing. If momenta $a,b$ become $x,\,a+b-x$, energy conservation reads
\begin{equation}
a^2+b^2-x^2-(a+b-x)^2=-2(x-a)(x-b)=0 .
\end{equation}
The electrons keep their momenta or exchange them. Every sum $\phi_1+\phi_2$ is then preserved, and pair collisions relax neither charge nor heat current. Finite thermal resistivity therefore needs more than a heat current different from momentum: the collisions must be able to redistribute momenta.

\section{What one collision does}

Write $\mathbf k_{1,2}=\mathbf P/2\pm\mathbf p$ and $\mathbf k_{3,4}=\mathbf P/2\pm\mathbf p'$, with $|\mathbf p'|=|\mathbf p|$ by energy conservation. Since $\varepsilon_1-\varepsilon_2=\mathbf P\cdot\mathbf p/m$, the energy current of the initial pair is
\begin{equation}
\varepsilon_1\mathbf v_1+\varepsilon_2\mathbf v_2
=\frac{\mathbf P}{2m}(\varepsilon_1+\varepsilon_2)
+\frac{\mathbf p\,(\mathbf P\cdot\mathbf p)}{m^2}.
\end{equation}
The first term is the same after the collision. Hence
\begin{equation}
\Delta(\mathbf v)=0,\qquad
\Delta(\varepsilon\mathbf v)=\frac{\mathbf p(\mathbf P\cdot\mathbf p)-\mathbf p'(\mathbf P\cdot\mathbf p')}{m^2}.
\end{equation}

Let an electron with momentum $(2,0,0)$, in some unit $k_0$, hit one at rest, and let them leave with $(1,1,0)$ and $(1,-1,0)$. The sum of $k^2$ is 4 before and after. The sum of $k_x$ is 2 before and after, so the charge current is untouched. The sum of $k^2k_x$ falls from $4\times2=8$ to $2\times1+2\times1=4$: half the energy current is gone. The energy itself is still there, but it is now shared between two slower carriers. In the frame with $\mathbf P=0$ the same collision would leave both currents unchanged.

\section{Charge: no friction to balance a field}

In a uniform field $\boldsymbol{\mathcal E}$ the force is $-e\boldsymbol{\mathcal E}$. Multiply the Boltzmann equation by $-e\mathbf v$ and sum over states. The collision term contributes $e(\mathbf v,L\phi)=e(L\mathbf v,\phi)=0$, by the symmetry of $L$ and because $\mathbf v=\mathbf k/m$ is an invariant. Integrating the field term by parts leaves
\begin{equation}
\frac{d\mathbf J}{dt}=\frac{ne^2}{m}\boldsymbol{\mathcal E}.
\end{equation}
For time dependence $e^{-i\omega t}$ this gives
\begin{equation}
\sigma(\omega)=\frac{i\,ne^2}{m\omega},\qquad
\rho(\omega)=-\frac{i\omega m}{ne^2}\to0\quad(\omega\to0).
\end{equation}
Zero resistivity means that a current persists without a field. A constant field produces no steady state: the whole gas accelerates.

To reach a steady state, add a process that relaxes the whole part of $\phi$ that is odd in $\mathbf k$ at one constant rate $1/\tau$. Then $d\mathbf J/dt=ne^2\boldsymbol{\mathcal E}/m-\mathbf J/\tau$ and $\rho=m/(ne^2\tau)$, whatever the strength of $L$. The constancy of $\tau$ matters. If $\tau$ depends on energy, the momentum loss $(\mathbf k,\phi/\tau)$ depends on the shape of $\phi$, which electron-electron collisions alter. They can then change the resistivity indirectly, although they still remove no momentum.

\section{Heat: the field removes the conserved part}

Let $T$ and $\mu$ vary slowly in space. From
\begin{equation}
\nabla f_0=\frac{f_0(1-f_0)}{T}\Big[\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\Big],
\quad
\nabla_{\!k}f_0=-\frac{f_0(1-f_0)}{T}\,\mathbf v,
\end{equation}
the steady equation $\mathbf v\cdot\nabla f_0-e\boldsymbol{\mathcal E}\cdot\nabla_{\!k}f_0=-f_0(1-f_0)L\phi$ becomes
\begin{equation}
L\phi=-\frac1T\,\mathbf v\cdot\Big[\mathbf A+\frac{\varepsilon-\mu}{T}\nabla T\Big],
\qquad \mathbf A=\nabla\mu+e\boldsymbol{\mathcal E}.
\end{equation}
Take the inner product with $\mathbf k$. The left side vanishes, so the right side must vanish too, or momentum would grow without limit. This fixes
\begin{equation}
\mathbf A=-\frac{w-\mu}{T}\nabla T,\qquad
w=\frac{(v_x,\varepsilon v_x)}{(v_x,v_x)} .
\end{equation}
Since $f_0(1-f_0)=-T\,df_0/d\varepsilon$ and $k^2d^3k\propto\varepsilon^{3/2}d\varepsilon$, integration by parts gives
\begin{equation}
w=\frac{\int\varepsilon^{5/2}(-f_0')\,d\varepsilon}{\int\varepsilon^{3/2}(-f_0')\,d\varepsilon}
=\frac{\frac52\int\varepsilon^{3/2}f_0\,d\varepsilon}{\frac32\int\varepsilon^{1/2}f_0\,d\varepsilon}
=\frac53\langle\varepsilon\rangle .
\end{equation}
The pressure is $\frac23n\langle\varepsilon\rangle$, so $w$ is energy plus pressure per unit density: the enthalpy per particle. Thermodynamics then gives $w=\mu+Ts$, with $s$ the entropy per particle, and $\mathbf A=-s\nabla T$. Physically, the open-circuit field balances the pressure gradient. The measured field is $\mathbf A/e$, so the thermopower is $-s/e$.

What remains of the drive is
\begin{equation}
L\phi=-\frac{1}{T^2}\,\mathbf X\cdot\nabla T,\qquad \mathbf X=(\varepsilon-w)\mathbf v .
\end{equation}
$\mathbf X$ is odd in $\mathbf k$, hence orthogonal to $1$ and $\varepsilon$, and the choice of $w$ makes it orthogonal to $\mathbf k$. The invariants therefore do not prevent a solution. With $Lg=X_x$ and the gradient along $x$, $\phi=-g\,\partial_xT/T^2+c\,k_x$. The drift $c$ is set by zero particle flow. It cannot affect the heat current, because $(X_x,k_x)=0$. At zero flow the heat current is $(X_x,\phi)$, so
\begin{equation}
\kappa=\frac{(X_x,L^{-1}X_x)}{T^2}.
\label{kappa}
\end{equation}

The same orthogonality shows how the limit $1/\tau\to0$ works. Let $R=L+1/\tau$. Since $Lv_x=0$, $R^{-1}v_x=\tau v_x$. Split $(\varepsilon-\mu)v_x=X_x+(w-\mu)v_x$. The response coefficients are
\begin{align}
K_{11}&=\tau(v_x,v_x),\qquad K_{12}=(w-\mu)\,\tau(v_x,v_x),\nonumber\\
K_{22}&=(X_x,R^{-1}X_x)+(w-\mu)^2\tau(v_x,v_x).
\end{align}
All three diverge with $\tau$, but the open-circuit combination $K_{22}-K_{12}^2/K_{11}=(X_x,R^{-1}X_x)$ does not contain the divergent drift.

\section{Why orthogonality is not quite enough}

Orthogonality removes the zero of $L$, but (\ref{kappa}) must also be finite when $L$ has arbitrarily slow modes. Fast electrons provide them. Their Born cross-section for screened scattering falls as $1/\varepsilon$, so their collision rate falls as $\varepsilon^{-1/2}$ at high energy. Their energy current relaxes more slowly still, because each collision removes, on average, a smaller fraction of it. The weight $f_0(1-f_0)$ falls exponentially, which should overwhelm the power-law growth of their relaxation time. This is an estimate, not a proof; the computed values below support it.

For any trial function $\phi$ with $(\phi,L\phi)>0$, the Cauchy--Schwarz inequality for the non-negative form (\ref{form}) gives $(X_x,\phi)^2=(g,L\phi)^2\le(g,Lg)(\phi,L\phi)$, and therefore
\begin{equation}
\kappa\ge\frac{(X_x,\phi)^2}{T^2(\phi,L\phi)} .
\end{equation}
Each trial calculation bounds the thermal conductivity from below and the thermal resistivity from above.

\section{A gas with numbers}

Take $n=10^{-5}$ \AA$^{-3}$, mass $0.1$ of the free-electron mass, dielectric constant 12 and $T=300$ K. The Fermi energy is $0.169$ eV and $k_BT=0.0259$ eV, so the gas is degenerate, though not deeply. The interaction is statically screened, with inverse length $0.0362$ \AA$^{-1}$.

The mean energy is $0.1109$ eV, so $w=\frac53\times0.1109=0.1848$ eV. With $\mu=0.1659$ eV, $w-\mu=0.0190$ eV, or $s=0.734\,k_B$. The thermopower is $-0.734\times86.2=-63\ \mu$V/K.

With the single trial function $X_x$, the decay rate $(X_x,LX_x)/(X_x,X_x)$ is $0.001024$ eV. Random sampling of the collision integral, before the symmetrisation that led to (\ref{form}), gives $0.001021\pm0.000011$ eV. The same sampling tests whether a heat-carrying deviation pushes on the charge current: the normalised coupling $(v_x,LX_x)/\sqrt{(v_x,v_x)(X_x,X_x)}$ is $(-2\pm6)\times10^{-6}$ eV, zero within its error.

One trial function gives $\kappa\ge12.43$ W/(m\,K), and six polynomial ones raise the bound to $12.65$. The fifth adds less than $0.001$ and the sixth adds $0.018$, so one small step is not evidence of convergence. An unrelated set of functions gives $12.67$. The model value is thus close to $12.7$ W/(m\,K), a thermal resistivity near $0.079$ m\,K/W.

Now add the constant rate $1/\tau$, which acts on the heat current as well as on momentum, and let it go to zero with everything else fixed. The values of $\kappa$ use the six polynomial functions:
\begin{center}
\begin{tabular}{ccc}
$\hbar/\tau$ (eV) & $\rho$ ($\mu\Omega\,$cm) & $\kappa$ (W/(m\,K))\\
$10^{-2}$ & 539 & 1.155\\
$10^{-3}$ & 53.9 & 6.327\\
$10^{-4}$ & 5.39 & 11.499\\
$10^{-6}$ & 0.0539 & 12.638\\
$10^{-8}$ & 0.000539 & 12.651
\end{tabular}
\end{center}
The resistivity follows $1/\tau$ to zero. The thermal conductivity levels off once $\hbar/\tau$ is well below the heat decay rate of $10^{-3}$ eV. The Lorenz ratio $\kappa\rho/T$ therefore vanishes in this limit.

\section{Bands, lattices and real conductors}

Galilean invariance is sufficient for zero dc resistivity, but not necessary. Suppose that $\mathbf v$ is not proportional to $\mathbf k$ while collisions still conserve total $\mathbf k$. Split $\mathbf v=c\,\mathbf k+\mathbf v_\perp$ with $(\mathbf v_\perp,\mathbf k)=0$. The part $\mathbf v_\perp$ can decay; if $c\ne0$, the part $c\,\mathbf k$ persists and keeps the dc resistivity zero. In a compensated system, with equal densities of electrons and holes, $c=0$: no part of the current is protected, and collisions between electrons and holes can produce a finite resistivity. For the band $\varepsilon(1+\alpha\varepsilon)=k^2/2m$ with $\alpha=0.6$ eV$^{-1}$ and the same density and temperature, $\mathbf v_\perp$ holds $0.2\%$ of the squared norm of $\mathbf v$. With the screening length kept at its parabolic-band value, the initial decay rate of the current is $2.8\times10^{-6}$ eV; the stronger screening of the non-parabolic band would lower it by roughly a sixth. It is not zero, but far below the heat decay rate. Umklapp is a different matter: it transfers momentum to the lattice, so $\mathbf k$ is no longer invariant and the argument for zero resistivity fails.

The parameters lie roughly where a heavily doped n-type III--V semiconductor does: $10^{19}$ electrons per cm$^3$ and, as a rough value, a mobility of $1500$ cm$^2$/(V\,s). Real samples break the assumption of conserved momentum, through impurities and phonons. This mobility means $\tau=85$ fs and $\rho=416\ \mu\Omega\,$cm. With that $\tau$ held constant, the electronic $\kappa$ is $1.65$ W/(m\,K) without electron-electron collisions and $1.46$ with them, a reduction of $12\%$. This figure depends on $\tau$ being constant: for $\tau\propto\varepsilon^{3/2}$, roughly the form for ionised impurities, with $85$ fs at $\varepsilon=\mu$, the reduction is about $21\%$ and the collisions raise $\rho$ by about $2\%$. The intrinsic $12.7$ is thus cut almost ninefold by the added scattering, because it relaxes the heat current directly; a process that relaxed only the total momentum would leave $\kappa$ unchanged. Lattice vibrations, absent here, carry some tens of W/(m\,K) in undoped GaAs, InP or InAs near room temperature, so the electronic effect would be a small part of the total.

Other approximations limit the digits. The Born parameter $e^2/(\epsilon_r\hbar v_F)$ is $0.24$, small but not negligible: for two isolated electrons, exact scattering from the same repulsive screened potential, used in place of the Born approximation, lowers the heat decay rate by somewhat less than $10\%$. The plasmon energy is $4.1\,k_BT$, which makes thermal excitation of plasmons weak but does not justify static screening: with dynamic screening in the random-phase approximation, the heat decay rate is $20$ to $30\%$ higher, depending on how the exchange term is screened. The collision rate of a single-electron state, averaged with weight $f_0(1-f_0)$ and multiplied by $\hbar$, is about $0.08\,k_BT$, and the heat decay rate is $0.04\,k_BT$; both are small enough for a Boltzmann description. The corrections for dynamic screening and for the Born approximation act in opposite directions. Applied together as independent factors, they move the estimate of the electron-electron limit from about $13$ to about $11$ W/(m\,K). The zero in the resistivity does not depend on these approximations to the scattering rate: it needs only conserved momentum and $\mathbf v=\mathbf k/m$. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
density = 1.0e-05 1/A^3; mass ratio = 0.1; eps_r = 12.0
temperature = 300 K; k_B T = 0.02585 eV
hbar^2/m = 76.200 eV A^2; k_F = 0.06665 1/A
Fermi energy = 0.1693 eV; k_B T/E_F = 0.1527
chemical potential mu = 0.16587 eV
mean energy per electron = 0.11090 eV
enthalpy per electron w = 0.18483 eV; w - mu = 0.01897 eV
entropy per electron = 0.7337 k_B
thermopower = -63.23 microvolt/K
screening wave vector = 0.03616 1/A
single collision, k in units k0: (2,0,0)+(0,0,0) -> (1,1,0)+(1,-1,0)
  sum of k_x: before 2, after 2
  sum of k^2 k_x: before 8, after 4
1D pair collision: number of outcomes = 2 (same or swapped)
kappa, 1 trial function(s) = 12.42674 W/(m K)
kappa, 2 trial function(s) = 12.44888 W/(m K)
kappa, 3 trial function(s) = 12.56112 W/(m K)
kappa, 4 trial function(s) = 12.63234 W/(m K)
kappa, 5 trial function(s) = 12.63240 W/(m K)
kappa, 6 trial function(s) = 12.65069 W/(m K)
kappa, other basis = 12.67108 W/(m K)
kappa shift, coarse to fine grid = 4.6e-06 W/(m K)
electron-electron thermal resistivity 1/kappa = 0.07905 m K/W
heat-current relaxation time = 654.14 fs
heat decay rate [X,X]/(X,X), quadrature = 0.001024 eV
same, sampled = 0.001021 +- 0.000011 eV
force on current from heat mode = -0.000002 +- 0.000006 eV
momentum relaxation hbar/tau (eV), rho (microohm cm), kappa (W/(m K)):
  1e-02   539.14   1.15500
  1e-03   53.914   6.32679
  1e-04   5.3914   11.49867
  1e-06   0.053914   12.63802
  1e-07   0.0053914   12.64942
  1e-08   0.00053914   12.65056
neglected effects:
mobility 1500 cm2/Vs (rough): tau = 85.28 fs, hbar/tau = 0.00772 eV
  rho = 416.10 microohm cm
  kappa without e-e = 1.6493, with e-e = 1.4567 W/(m K)
non-parabolicity 0.6 1/eV (rough): decaying part of the
  squared current norm = 0.00201, persisting part = 0.99799
  initial current decay rate = 2.82e-06 +- 1.6e-08 eV
r_s = 0.453; Born parameter e^2/(eps_r hbar v_F) = 0.236
plasmon energy = 0.1072 eV; over k_B T = 4.15
broadening hbar/(heat time)/(k_B T) = 0.039
\end{verbatim}
